# The Mott energy-transfer spectrum for electrons striking free electrons at rest

Suppose a fast electron hits a free electron and the two outgoing particles are treated as labelled balls. The Rutherford spectrum of the struck electron is then added to that of the incident one, since a detector cannot tell them apart. When the two share the energy equally, this sum is twice the correct value for unpolarised electrons. The missing piece is the interference between the direct and exchanged amplitudes.

## Statement

Write \(e^2\) for the squared elementary charge divided by \(4\pi\varepsilon_0\), \(m\) for the electron mass, and \(v\) for the incident speed, so that \(E=\tfrac12mv^2\). Let \(W\) be the energy of the slower outgoing electron, \(0<W\le E/2\), so that each collision is counted once.

**Theorem.** Assume non-relativistic motion, a bare Coulomb repulsion, a free target at rest, and no spin polarisation of either electron. Then

\[
\frac{d\sigma}{dW}=\frac{\pi e^4}{E}\left\{\frac1{W^2}+\frac1{(E-W)^2}-\frac{\cos\!\left[\eta\ln\frac{E-W}{W}\right]}{W(E-W)}\right\},\qquad \eta=\frac{e^2}{\hbar v}. \tag{1}
\]

At equal sharing, for every \(E\) within these assumptions,

\[
\left.\frac{d\sigma}{dW}\right|_{W=E/2}=\frac{4\pi e^4}{E^3}. \tag{2}
\]

The Rydberg energy is \(\mathrm{Ry}=me^4/2\hbar^2\), so \(\eta^2=e^4m/(2\hbar^2E)=\mathrm{Ry}/E\).

## Lemma 1: the Coulomb amplitude

**Lemma.** Let \(\theta\) be the scattering angle of the relative motion, \(s=\sin(\theta/2)\), and \(\sigma_0=\arg\Gamma(1+i\eta)\). Then

\[
f(\theta)=-\frac{e^2}{2E\,s^2}\,e^{2i\sigma_0-i\eta\ln s^2}. \tag{3}
\]

**Proof.** The relative motion has reduced mass \(\mu=m/2\) and wavenumber \(k=\mu v/\hbar\). Multiplying its Schrödinger equation by \(-2\mu/\hbar^2\), and using \(2\mu e^2/\hbar^2=2k\eta\), gives

\[
\left(\nabla^2+k^2-\frac{2k\eta}{r}\right)\psi=0 .
\]

Try \(\psi=e^{ikz}F(u)\) with \(u=r-z\). Since \(|\nabla u|^2=2u/r\), \(\nabla^2u=2/r\) and \(\partial_zu=-u/r\),

\[
\nabla^2\psi=e^{ikz}\left[-k^2F-\frac{2iku}{r}F'+\frac{2u}{r}F''+\frac2rF'\right].
\]

The \(k^2\) terms cancel. Multiplying by \(r/2\) leaves \(uF''+(1-iku)F'-k\eta F=0\). With \(w=iku\), division by \(ik\) gives Kummer's equation,

\[
wF_{ww}+(1-w)F_w-aF=0,\qquad a=-i\eta .
\]

Its solution regular at \(w=0\) is \(\sum_n (a)_nw^n/(n!)^2\), where \((a)_n=a(a+1)\cdots(a+n-1)\). It has the contour form

\[
F=\frac1{2\pi i}\oint e^{wt}\,t^{a-1}(t-1)^{-a}\,dt ,
\]

taken counterclockwise around the segment \([0,1]\). To see this, expand \(t^{-1}(1-1/t)^{-a}=\sum_n(a)_nt^{-n-1}/n!\) on a large circle and collect residues.

Now put \(w=i\xi\), with \(\xi=k(r-z)\) large. The integrand decays for \(t\to+i\infty\), so the top of the contour can be moved there, where it contributes nothing. The remaining U-shaped path is continued upward between the branch points, whose cuts now run vertically upward. It becomes two loops, one around \(t=0\) and one around \(t=1\). Each is evaluated with Hankel's integral

\[
\frac1{\Gamma(b)}=\frac1{2\pi i}\int e^pp^{-b}dp ,
\]

whose path comes from \(-\infty\), circles the origin counterclockwise, and returns.

Near \(t=0\), continuation from below gives \((t-1)^{-a}\to e^{i\pi a}\). With \(p=i\xi t\), this loop yields

\[
\frac{e^{i\pi a}(i\xi)^{-a}}{\Gamma(1-a)}=\frac{e^{\pi\eta/2}\,\xi^{i\eta}}{\Gamma(1+i\eta)} .
\]

Near \(t=1\), \(t^{a-1}\to1\). With \(p=i\xi(t-1)\), this loop yields

\[
\frac{e^{i\xi}(i\xi)^{a-1}}{\Gamma(a)}=-i\,\frac{e^{\pi\eta/2}e^{i\xi}\,\xi^{-1-i\eta}}{\Gamma(-i\eta)} .
\]

Corrections to each are smaller by a factor of order \(1/\xi\). Those to the first loop are then of the same order in \(1/\xi\) as the second loop, but in \(\psi\) they carry the phase \(e^{ikz}\) of the incident wave. They are a distortion of that wave and do not enter the outgoing wave \(e^{ikr}/r\). Normalise \(\psi\) by \(e^{-\pi\eta/2}\Gamma(1+i\eta)\), and use \(1/\Gamma(-i\eta)=-i\eta/\Gamma(1-i\eta)\). The factors \((-i)(-i\eta)\) give \(-\eta\), and \(kz+\xi=kr\), so

\[
\psi\to e^{ikz+i\eta\ln k(r-z)}-\eta\,\frac{\Gamma(1+i\eta)}{\Gamma(1-i\eta)}\,\xi^{-1-i\eta}e^{ikr}.
\]

The ratio of gamma functions is \(e^{2i\sigma_0}\), and \(\xi=2krs^2\). The second term is therefore \(f\,e^{i(kr-\eta\ln2kr)}/r\), with

\[
f=-\frac{\eta}{2ks^2}e^{2i\sigma_0-i\eta\ln s^2}.
\]

Finally \(\eta/2k=e^2/(2\mu v^2)=e^2/(mv^2)=e^2/(2E)\). ∎

The incident wave has unit density and, at large distance, velocity \(\hbar k/\mu\). The outgoing wave has the same speed, so \(|f|^2\) is the cross section per solid angle for distinguishable particles. The phase \(-\eta\ln2kr\) does not depend on angle and cancels from any interference.

## Lemma 2: exchange and the spin average

**Lemma.** Let \(g(\theta)=f(\pi-\theta)\). For unpolarised electrons, the cross section for finding either electron at angle \(\theta\) in the centre-of-mass frame is

\[
\frac{d\sigma}{d\Omega}=|f|^2+|g|^2-\operatorname{Re}(fg^*). \tag{4}
\]

**Proof.** The Coulomb force does not act on spin. If the spins are opposite, they label the particles. The electron found at \(\theta\) is either the incident one, with probability proportional to \(|f|^2\), or the target, which requires the incident one at \(\pi-\theta\) and gives \(|g|^2\). The two outcomes have different spins at the detector, so they add without interference.

If the spins are parallel, the spatial state must be antisymmetric: \([\psi(\mathbf r)-\psi(-\mathbf r)]/\sqrt2\). Its outgoing amplitude is \((f-g)/\sqrt2\). Either particle 1 or particle 2 may reach the detector, each contributing \(|f-g|^2/2\), and the sum is \(|f-g|^2\). The incident flux is still one, because the electron moving along \(+z\) is particle 1 or particle 2 with probability one half each.

Opposite and parallel spins each occur in half of the collisions:

\[
\tfrac12\left(|f|^2+|g|^2\right)+\tfrac12\left(|f|^2+|g|^2-2\operatorname{Re}fg^*\right),
\]

which is (4). ∎

The same result can be written \(\tfrac14|f+g|^2+\tfrac34|f-g|^2\), with singlet and triplet weights. The cross term is then \(2(\tfrac14-\tfrac34)\operatorname{Re}fg^*=-\operatorname{Re}fg^*\).

## Lemma 3: from angle to energy

**Lemma.** The two laboratory energies are \(E\sin^2(\theta/2)\) and \(E\cos^2(\theta/2)\). If each collision is counted once, \(d\sigma/dW=(4\pi/E)\,d\sigma/d\Omega\).

**Proof.** The centre of mass moves at \(\tfrac12v\hat{\mathbf z}\). After the collision the electrons have velocities \(\tfrac12v(\hat{\mathbf z}\pm\hat{\mathbf n})\), where \(\hat{\mathbf n}\) makes the angle \(\theta\) with \(\hat{\mathbf z}\). Their energies are

\[
\tfrac12m\,\tfrac{v^2}{4}(2\pm2\cos\theta)=\tfrac12E(1\pm\cos\theta).
\]

Every pair has one member in the forward hemisphere, apart from the borderline angle \(90^\circ\). Counting that member restricts \(\theta\) to \(0<\theta\le\pi/2\), and its partner has the lower energy \(W=E\sin^2(\theta/2)\). Then \(dW=\tfrac12E\sin\theta\,d\theta\), so \(2\pi\sin\theta\,d\theta=4\pi\,dW/E\). ∎

## Proof of the theorem

With \(s^2=W/E\) and \(\cos^2(\theta/2)=(E-W)/E\), equation (3) gives

\[
|f|^2=\frac{e^4}{4W^2},\qquad |g|^2=\frac{e^4}{4(E-W)^2}.
\]

In \(fg^*\) the constant phases cancel, leaving \(-\eta\ln s^2+\eta\ln\cos^2(\theta/2)\):

\[
fg^*=\frac{e^4}{4W(E-W)}\exp\!\left[i\eta\ln\frac{E-W}{W}\right].
\]

Inserting the real part into (4) and multiplying by \(4\pi/E\) gives (1). At \(W=E/2\) the logarithm is zero, and the bracket in (1) is \((4+4-4)/E^2\). This proves (2). ∎

As a separate check, even and odd partial-wave sums were combined with singlet and triplet weights at \(E=15\) and 600 eV, for \(W/E=0.1,\,0.2,\,0.35\) and 0.5. They agree with (1) to a relative difference of \(3\times10^{-12}\) or better.

**Remark (equal sharing).** At \(\theta=90^\circ\), \(f=g\). The triplet amplitude vanishes, and the singlet supplies \(\tfrac14|2f|^2=|f|^2\). The total therefore equals the direct term alone, which is half the sum of the direct and exchanged terms.

## Fast and slow limits

For a fast electron the cosine may be replaced by one when \(\eta\ln[(E-W)/W]\ll1\). A small \(\eta\) does not ensure this at arbitrarily small \(W\), but there the interference matters little: its size relative to the direct term is at most \(W/(E-W)\). Going down from \(W=E/2\), the interference first changes sign when the phase reaches \(\pi/2\), at \(W=E/(1+e^{\pi/2\eta})\).

The slow limit is clearest in the cross section for transfers above \(W_0\). Put \(x=\ln[(E-W)/W]\), so that \(dx=-E\,dW/[W(E-W)]\), and let \(L=\ln[(E-W_0)/W_0]\). The interference integral is

\[
\int_{W_0}^{E/2}\frac{\cos(\eta x)}{W(E-W)}dW=\frac1E\int_0^L\cos(\eta x)\,dx=\frac{\sin(\eta L)}{\eta E}.
\]

The direct and exchanged integrals are \(1/W_0-2/E\) and \(2/E-1/(E-W_0)\). Hence

\[
\sigma(W>W_0)=\frac{\pi e^4}{E}\left[\frac1{W_0}-\frac1{E-W_0}-\frac{\sin(\eta L)}{\eta E}\right]. \tag{5}
\]

For \(\eta\gg1\) at fixed \(W_0/E\), the last term is at most \(1/(\eta E)\) in size and fades: the oscillations average out and the labelled-ball result returns for the integral. The spectrum at \(W=E/2\) still keeps its factor of one half. As \(W_0\to0\), (5) diverges as \(1/W_0\), because the Coulomb force has infinite range.

## Targets in thermal motion

**Proposition.** Let the targets have a Maxwellian velocity distribution of temperature \(T\), in energy units, and let \(W\) now be the energy gained by the target, which for a target at rest is its final energy. In the first Born approximation, for \(W\gg T\) and \(W\) well inside the kinematic limits, the direct term is multiplied by \(1+2T/W\).

**Proof.** Let \(\hbar\mathbf q\) be the momentum transferred and \(Q=\hbar^2q^2/2m\). A target of velocity \(\mathbf u\) gains \(W=Q+\hbar\mathbf q\cdot\mathbf u\). The Maxwellian gives \(\hbar\mathbf q\cdot\mathbf u\) the variance \(\hbar^2q^2T/m=2QT\), so \(W\) has the distribution

\[
S(Q,W)=\frac1{\sqrt{4\pi QT}}\exp\!\left[-\frac{(W-Q)^2}{4QT}\right].
\]

The Coulomb rate carries \(q^{-4}\), the volume element \(q^2dq\), and integrating the projectile's energy condition over the direction of \(\mathbf q\) gives \(1/(\hbar qv)\). The weight is \(dq/q^3\propto dQ/Q^2\). For targets at rest \(S=\delta(W-Q)\), which returns \(1/W^2\). The correction factor is therefore

\[
R=W^2\int_0^\infty\frac{dQ}{Q^2}S(Q,W),
\]

where the kinematic limits on \(Q\) have been extended, since \(S\) is negligible beyond them under the stated conditions. Substituting \(Q=W^2/y\) leaves the exponent unchanged in form and gives \(R=W^{-1}\int_0^\infty y\,S(y,W)\,dy\).

Now set \(y=x^2\) and \(t=x-W/x\), so the exponent is \(-t^2/4T\). With \(\rho=\sqrt{t^2+4W}\), \(x=(t+\rho)/2\) and \(dx=x\,dt/\rho\). Then \(x^2dx=(t+\rho)^3dt/(8\rho)\), whose part even in \(t\) is \((3t^2+\rho^2)/8=(t^2+W)/2\). Thus

\[
R=\frac1W\int_{-\infty}^{\infty}\frac{t^2+W}{\sqrt{4\pi T}}\,e^{-t^2/4T}dt=\frac{2T+W}{W}. \qquad ∎
\]

A Monte Carlo calculation of Rutherford collisions with \(E=600\) eV and \(T=3\) eV gives a factor of 1.078, with a statistical error of about 0.003, for transfers between 60 and 120 eV. The formula, averaged over the same range, gives 1.075.

## Example: a sheath-accelerated electron in a magnetron plasma

Take an electron that has gained 600 eV in the cathode sheath of a high-power impulse magnetron and enters the dense plasma. Then \(\eta=\sqrt{13.6057/600}=0.1506\), and

\[
\frac{\pi e^4}{E}=\frac{\pi(1.43996\times10^{-7}\ \text{eV cm})^2}{600\ \text{eV}}=1.0857\times10^{-16}\ \text{eV cm}^2 .
\]

At this fixed \(E\), the terms of (1), in \(10^{-21}\) cm²/eV, are:

| \(W\) (eV) | direct | exchanged | interference | total |
|---|---|---|---|---|
| 30 | 120.6 | 0.33 | −5.74 | 115.2 |
| 60 | 30.16 | 0.37 | −3.17 | 27.36 |
| 150 | 4.83 | 0.54 | −1.59 | 3.77 |
| 300 | 1.21 | 1.21 | −1.21 | 1.21 |

The equal-sharing value is \(1.21\times10^{-21}\) cm²/eV, or \(1.21\times10^{-25}\) m²/eV. At 30 eV the interference removes about 5% of the direct term. Replacing the cosine by one there lowers the total by about 0.5%. The sign change lies at 0.018 eV, far below the thermal energy, where the assumption of a target at rest has failed.

For \(W_0=30\) eV, \(L=\ln19=2.944\), and (5) gives

\[
\sigma=1.0857\times10^{-16}\,(0.03333-0.00175-0.00475)\ \text{cm}^2=2.91\times10^{-18}\ \text{cm}^2 .
\]

With \(10^{13}\) free electrons per cm³, the mean free path for such transfers is \(1/(n\sigma)\approx340\) m.

The density, the 3 eV electron temperature, the sheath energy, and the gas at 5 mTorr and 300 K are rough values for the dense region of such a discharge during a pulse. The path is far longer than a reactor: 0.3 m of travel gives a chance of about one in a thousand. The magnetic field bends the electron's track, with a gyroradius of about 3 mm for motion across a field of 30 mT. A trapped electron can therefore travel much farther than the size of the reactor, and its chance of such a collision grows with the distance travelled. Energy loss limits that distance, and the 340 m applies only while the electron's energy stays near 600 eV. Soft Coulomb collisions with the plasma electrons alone remove roughly 3 eV per metre at 600 eV and would slow the electron within about 100 m, and in argon at this pressure the range is only a few metres. The 340 m is therefore an inverse collision rate per unit path, not a distance the electron covers. The assumption of a target at rest is the weakest of those sized here. As a function of the energy gained by the target, thermal motion raises the direct term by 20% at 30 eV and 2% at 300 eV. Integrated over gains above 30 eV, the direct part grows by about 11%, which shortens the path to roughly 300 m if the other two terms are kept at their at-rest values. As a function of the final energy of the slower electron, the variable of the table, the change near 30 eV is much larger than 20%, because the target brings its own thermal energy. Relativistic corrections are of order \(E/mc^2\approx0.1\%\). Static screening over the Debye length \(\lambda_D\approx4\) µm would change the Coulomb factor \(1/q^2\) to \(1/(q^2+\lambda_D^{-2})\). In this static estimate the direct Born term falls by a fraction of about \(2/(q\lambda_D)^2\sim10^{-10}\) at 30 eV.

At the fill density the gas holds about 16 atoms per free electron, each with several bound electrons; heating and rarefaction during a pulse lower this ratio. Their binding energy and orbital motion are absent from (1), so the 340 m is not a path for ionising the gas. The remaining values are in the numerical output.

## Table of computed values

```
INPUTS (rough values, high-power impulse magnetron)
incident energy E = 600 eV
lowest transfer counted W0 = 30 eV
electron density = 1.0e+13 cm^-3
electron temperature = 3.0 eV
gas pressure = 5.0 mTorr
gas temperature = 300 K
SPECTRUM
e^2/(4 pi eps0) = 1.43996e-07 eV cm
Rydberg energy = 13.6057 eV
eta = 0.1506 (no unit)
prefactor pi e^4/E = 1.0857e-16 eV cm^2
W (eV): direct, exchanged, interference, total (1e-21 cm^2/eV)
   30:  120.6312    0.3342   -5.7351  115.2303
   60:   30.1578    0.3723   -3.1691   27.3610
  150:    4.8252    0.5361   -1.5865    3.7749
  300:    1.2063    1.2063   -1.2063    1.2063
equal sharing, total = 1.2063e-21 cm^2/eV
equal sharing, total = 1.2063e-25 m^2/eV
equal sharing, total/(direct+exchanged) = 0.5000
interference changes sign at W = 0.0177 eV
cross section for W > W0 = 2.9130e-18 cm^2
mean free path for W > W0 = 343 m
NEGLECTED EFFECTS
thermal targets, direct term at W0: +20.0 %
thermal targets, direct term at E/2: +2.0 %
setting the cosine to 1 at W0: total off by -0.54 % of the cosine=1 value
relativity, E/(m c^2) = 0.117 %
Debye length = 4.07 um
screening loss at W0, 2/(q Debye)^2 = 1.5e-10 (no unit)
gas atom density = 1.609e+14 cm^-3
gas atoms per free electron = 16.1
CHECKS
partial waves against formula, worst gap = 2.9e-12
outgoing wave gap at k(r-z)=100: 0.01262
outgoing wave gap at k(r-z)=400: 0.00313
thermal factor, W from 60 to 120 eV: Monte Carlo 1.078, formula 1.075
```
